# Ostwald ripening of compact interstitial clusters and of elongated {311} defects, part 1

(Sections cited here and not found follow in the second part.)

## I. The growth law for compact clusters

### The form of the answer

Excess silicon interstitials left by ion implantation collect in clusters. During annealing the clusters exchange interstitials through the crystal, and large ones grow at the expense of small ones. Three quantities control this exchange when diffusion is the slow step. The first is the interstitial diffusivity \(D\). The second is \(C_\infty\), the number of dissolved interstitials per volume in equilibrium with an infinitely large cluster. The third is a capillary length \(\ell\), which measures how much more readily a small cluster emits interstitials than a large one. If \(\ell\) vanished, all clusters would be in equilibrium with the same solution and none would have a reason to grow.

Let \(\Omega\) be the volume per clustered interstitial. To first order in \(\ell\), the radii obey an equation of motion that contains these quantities in a single combination,

\[
A=DC_\infty\Omega\ell .
\]

Here \(D\) has the dimension length²/time, \(C_\infty\) has 1/length³, \(\Omega\) has length³ and \(\ell\) has length. Hence \(A\) has the dimension length³/time. If the population forgets its initial size, the one length that can be formed from \(A\) and the time \(t\) is \((At)^{1/3}\). The mean radius must then obey \(\bar r^3\propto At\). A cluster of radius \(r\) holds \(n=4\pi r^3/(3\Omega)\) interstitials, so the mean number \(\bar n\) grows in proportion to \(At/\Omega=DC_\infty\ell t\).

The dimensions give the exponent. They do not give the numerical factor, and they do not show that the population forgets its initial state. Both require the distribution of sizes.

### Assumptions and theorem

The clusters are spheres with an isotropic interface free energy \(\gamma\) per area. They occupy a small fraction of the crystal, so that each one sees the same distant concentration \(\bar C\). The diffusion field around each cluster is steady. The dissolved interstitials are a negligible part of the total, no surface or other sink removes them, and no new clusters form. The radii that matter satisfy \(r\gg\ell\). The population is large enough to be described by a continuous distribution.

Let \(r_c\) be the radius at which a cluster neither grows nor shrinks, and let \(z=r/r_c\). Define the dimensionless coarsening rate

\[
\kappa=\frac{r_c^2}{A}\frac{dr_c}{dt}.
\]

Two further assumptions concern the population. First, the initial distribution has finite total volume and contains some clusters above every finite radius. Second, \(\kappa\) approaches a positive finite limit, and the distribution of \(z\), with its third moment, approaches a stationary form.

**Theorem 1.** Under these assumptions \(r_c=\bar r\), and at late times

\[
\frac{d\bar r^3}{dt}\to\frac49\,DC_\infty\Omega\ell,
\qquad
\ell=\frac{2\gamma\Omega}{kT},
\]

\[
\frac{d\bar n}{dt}\to\frac{16\pi}{27}\langle z^3\rangle DC_\infty\ell,
\qquad
\langle z^3\rangle\simeq1.130 .
\]

The second assumption about the population is a hypothesis of the theorem. The proof shows which limit is possible, not that a limit must exist.

### Lemma 1: solubility of a small cluster

The free energy of a cluster is \(E(n)=ne_\infty+4\pi\gamma r^2\), where \(e_\infty\) is the value per interstitial in an infinitely large cluster. From \(n=4\pi r^3/(3\Omega)\) we have \(dn/dr=4\pi r^2/\Omega\). The cost of adding one interstitial is therefore

\[
\mu(r)=\frac{dE}{dn}
=e_\infty+8\pi\gamma r\,\frac{\Omega}{4\pi r^2}
=e_\infty+\frac{2\gamma\Omega}{r}.
\]

In a dilute solution the chemical potential of an interstitial is a constant plus \(kT\ln C\). Equating it to \(\mu(r)\), and subtracting the same equation for \(r\to\infty\), gives

\[
C(r)=C_\infty e^{\ell/r}\simeq C_\infty\left(1+\frac{\ell}{r}\right).
\]

The last form uses \(r\gg\ell\). Note that \(C_\infty\) refers to equilibrium with clusters. It is not the interstitial concentration of a perfect crystal in equilibrium with its surface, which is lower when the clusters are unstable against dissolution. \(\square\)

### Lemma 2: the equation of motion

Let \(\rho\) be the distance from the centre of a cluster. The steady, spherically symmetric solution of the diffusion equation that equals \(C(r)\) at \(\rho=r\) and \(\bar C\) far away is

\[
c(\rho)=\bar C-\left[\bar C-C(r)\right]\frac r\rho .
\]

The inward flow through a sphere of radius \(\rho\) is \(4\pi\rho^2D\,dc/d\rho\). Since \(dc/d\rho=[\bar C-C(r)]r/\rho^2\),

\[
\frac{dn}{dt}=4\pi rD\left[\bar C-C(r)\right].
\]

By definition \(\bar C=C(r_c)\simeq C_\infty(1+\ell/r_c)\). Hence \(\bar C-C(r)=C_\infty\ell(1/r_c-1/r)\). Multiplying \(dn/dt\) by \(dr/dn=\Omega/(4\pi r^2)\) gives

\[
\frac{dr}{dt}=\frac Ar\left(\frac1{r_c}-\frac1r\right).
\]

Clusters larger than \(r_c\) grow and smaller ones shrink. Multiplying by \(3r^2\) gives the equivalent form

\[
\frac{dr^3}{dt}=3A\left(\frac r{r_c}-1\right).
\]

For two clusters, the difference \(r_1^3-r_2^3\) changes at the rate \(3A(r_1-r_2)/r_c\), which has the sign of the difference itself. Their order in size is therefore preserved until the smaller one vanishes. \(\square\)

### Lemma 3: the critical radius is the mean radius

The total clustered volume is constant, because the solution holds a negligible amount. A vanishing cluster carries no volume with it. Summing the last equation over the \(N\) clusters present gives

\[
0=\sum_i\left(\frac{r_i}{r_c}-1\right)=\frac{N\bar r}{r_c}-N,
\]

so \(r_c=\bar r\). This equality rests on the linear form of \(C(r)\). \(\square\)

### Lemma 4: the only possible limiting rate is \(\kappa=4/27\)

From the equation of motion and the definition of \(\kappa\),

\[
\frac{d\ln r}{d\ln r_c}
=\frac{A(z-1)/(z^2r_c^2)}{zr_c}\,\frac{r_c^3}{\kappa A}
=\frac{q(z)}\kappa,
\qquad q(z)=\frac{z-1}{z^3}.
\]

Because \(\ln z=\ln r-\ln r_c\), it follows that

\[
\frac{d\ln z}{d\ln r_c}=\frac{q(z)}\kappa-1 .
\]

The derivative \(q'(z)=(3-2z)/z^4\) vanishes at \(z=3/2\), where \(q\) has its maximum, \((1/2)/(27/8)=4/27\). Also, \(dr_c^3/dt=3\kappa A\), so a positive limit of \(\kappa\) implies \(r_c\to\infty\).

*The limit cannot be smaller than \(4/27\).* Otherwise \(\kappa<4/27\) after some time \(s\). At \(z=3/2\) the right-hand side of the equation for \(\ln z\) is then positive, so no cluster can cross this value downward. Some clusters lie above it at time \(s\), because \(r^3\) can fall by at most \(3As\) up to then and the initial distribution has clusters of every large size. These clusters never dissolve. Their volume is at least their fixed number times \((4\pi/3)(3r_c/2)^3\), which grows without bound. This contradicts the conservation of volume.

*The limit cannot be larger than \(4/27\).* Otherwise there is a constant \(\kappa_2>4/27\) with \(\kappa>\kappa_2\) after some time \(s\). Put \(\theta=4/(27\kappa_2)<1\). Then \(\ln z\) falls by at least \((1-\theta)\,d\ln r_c\) in each step \(d\ln r_c\), so every cluster eventually reaches \(z\le1/2\). From there \(r^3\) falls at a rate of at least \(3A/2\), and the cluster vanishes. While \(z>1\), its radius can still grow, but the total growth is limited:

\[
\ln\frac{r}{r(s)}
\le\int_1^\infty\frac{q(z)}{\kappa_2(1-\theta)}\frac{dz}{z}
=\frac{1}{\kappa_2(1-\theta)}\left(\frac12-\frac13\right).
\]

Here \(\int_1^\infty(z-1)z^{-4}dz=1/2-1/3\) was used. Each survivor has thus gained at most a fixed factor in volume since time \(s\). Because order is preserved, the survivors at late times come from ever farther out in the tail at time \(s\). The total volume was finite, so the volume of that tail tends to zero, and the volume of the survivors does too. This again contradicts conservation.

The one remaining possibility is \(\kappa\to4/27\). \(\square\)

Lemma 4 gives \(d\bar r^3/dt=3\kappa A\to4A/9\), the first claim of the theorem.

### Lemma 5: the stationary distribution

Let \(f(r,t)\,dr\) be the number of clusters per crystal volume with radii in \(dr\). A stationary distribution of \(z\) with constant total volume has the form \(f=Fr_c^{-4}g(z)\), with constant \(F\) and \(\int g\,dz=1\). The number density is then \(Fr_c^{-3}\), and the total of \(r^3\) is the constant \(F\langle z^3\rangle\).

Use \(\tau=\ln r_c\) as the time variable. At fixed \(r\), \(\partial z/\partial\tau=-z\), so \(\partial f/\partial\tau=Fr_c^{-4}(-4g-zg')\). The radial velocity is \(dr/d\tau=r_c(z-1)/(\kappa z^2)\). The continuity equation becomes

\[
-4g-zg'+\frac{d}{dz}\left[\frac{z-1}{\kappa z^2}g\right]=0 .
\]

Since \(4g+zg'=3g+(zg)'\), this is

\[
(wg)'=3g,\qquad w(z)=\frac{z-1}{\kappa z^2}-z .
\]

For \(\kappa=4/27\) the drift factorizes:

\[
w(z)=-\frac{(z-3/2)^2(z+3)}{z^2}.
\]

Above \(z=3/2\), a nonzero solution would behave as \(z^{-4}\) at large \(z\), because \(w\simeq-z\) there. Its volume integral \(\int z^3g\,dz\) would diverge, so \(g=0\) for \(z>3/2\).

Below \(3/2\), set \(h=wg\). Then \(h'/h=3/w\). The partial fractions are

\[
-\frac3w=\frac{3z^2}{(z-3/2)^2(z+3)}
=\frac{4/3}{z+3}+\frac{5/3}{z-3/2}+\frac{3/2}{(z-3/2)^2}.
\]

Integration from 0 to \(z\) gives

\[
h(z)=h(0)\left(\frac3{3+z}\right)^{4/3}
\left(\frac3{3-2z}\right)^{5/3}
\exp\left(-\frac{2z}{3-2z}\right).
\]

The exponential makes \(h\) vanish at \(3/2\). Integrating \(h'=3g\) over the whole range therefore gives \(-h(0)=3\). Dividing by \(w\) yields

\[
g(z)=\frac{4z^2}9\left(\frac3{3+z}\right)^{7/3}
\left(\frac3{3-2z}\right)^{11/3}
\exp\left(-\frac{2z}{3-2z}\right).
\]

As a check, multiply \((wg)'=3g\) by \(z^3\) and integrate by parts. The boundary terms vanish, and \(-\int z^2wg\,dz=\int z^3g\,dz\). Inserting \(w\) leaves \(\int(z-1)g\,dz=0\), so the mean of \(z\) is one, as Lemma 3 demands. Numerical integration gives \(\langle z^3\rangle=1.1296\). \(\square\)

**End of the proof of Theorem 1.** The mean number is \(\bar n=4\pi\langle z^3\rangle\bar r^3/(3\Omega)\). Therefore

\[
\frac{d\bar n}{dt}=\frac{4\pi\langle z^3\rangle}{3\Omega}\,\frac49DC_\infty\Omega\ell
=\frac{16\pi}{27}\langle z^3\rangle DC_\infty\ell .
\]

The volume \(\Omega\) cancels except for its presence in \(\ell\). \(\square\)

### Remark: what a sharp upper edge changes

The assumption about large clusters matters. Suppose instead that the stationary distribution ends as \((z_1-z)^p\) at a simple zero \(z_1<3/2\) of \(w\). Near the edge \(w\simeq-w'(z_1)(z_1-z)\), and \((wg)'=3g\) requires \(w'(z_1)(p+1)=3\). With \(\kappa=(z_1-1)/z_1^3\),

\[
w'(z_1)=\frac{2-z_1}{\kappa z_1^3}-1=\frac{3-2z_1}{z_1-1}=\frac3{p+1}.
\]

A step edge, \(p=0\), gives \(z_1=6/5\) and \(3\kappa=25/72\simeq0.347\), instead of \(4/9\simeq0.444\). The exponent is unchanged, but the coefficient is smaller.

Simulated populations, in which the supply was fixed by conservation of atoms, support both values. A start from \(g(z)\) gave a late slope of \(0.443A\) for \(\bar r^3\), and a uniform distribution with a step edge gave \(0.348A\). A Gaussian start, cut six standard deviations above its mean, gave \(0.455A\). This is 2.4% above \(4A/9\) after a long run, so a smooth initial distribution can need much coarsening before the limiting coefficient is reached closely.

## II. A numerical case, and why {311} defects differ

### Symbols and results carried over

\(D\) is the interstitial diffusivity, \(\bar C\) the dissolved concentration far from the clusters, and \(C_\infty\) its value in equilibrium with an infinitely large compact cluster. \(\Omega\) is the volume per clustered interstitial, \(\gamma\) the interface free energy, and \(\ell=2\gamma\Omega/(kT)\) the capillary length. A compact cluster of radius \(r\) is in equilibrium with \(C(r)\simeq C_\infty(1+\ell/r)\). With \(A=DC_\infty\Omega\ell\), a population in its scaling form obeys

\[
\bar r^3(t)=\bar r^3(0)+\frac49At,
\qquad
\frac{d\bar n}{dt}=\frac{16\pi}{27}\langle z^3\rangle DC_\infty\ell,
\]

where \(n\) is the number of interstitials in a cluster, \(z=r/\bar r\) and \(\langle z^3\rangle=1.130\).

### Compact clusters in numbers

Take round model parameters at 1100 K, where \(kT=0.09479\) eV: \(D=10^7\) nm²/s, \(C_\infty=10^{-8}\) nm⁻³, \(\Omega=0.02\) nm³ and \(\gamma=0.1\) J/m². The interface energy equals 0.624 eV/nm², so

\[
\ell=\frac{2(0.624)(0.02)}{0.09479}\ \text{nm}=0.263\ \text{nm},
\]

\[
A=(10^7)(10^{-8})(0.02)(0.2634)\ \text{nm}^3/\text{s}=5.27\times10^{-4}\ \text{nm}^3/\text{s}.
\]

Let the population start in its scaling form with \(\bar r=2\) nm. After \(10^5\) s,

\[
\bar r=\left[8+(2.341\times10^{-4})(10^5)\right]^{1/3}\text{nm}=3.16\ \text{nm}.
\]

The initial mean number is \(1.1296\times4\pi(8)/(3\times0.02)=1893\). Its growth rate is

\[
\frac{16\pi}{27}(1.1296)(0.1)(0.2634)\ \text{s}^{-1}=0.0554\ \text{s}^{-1}.
\]

In \(10^5\) s the mean rises by 5539, to about 7430 interstitials. It doubles in \(3.42\times10^4\) s.

Two approximations can be judged here. With a clustered concentration of 0.01 nm⁻³, the ratio of \(C_\infty\) to the clustered concentration is \(10^{-6}\), so the dissolved interstitials are indeed negligible. The linear form of \(C(r)\) is less accurate, since \(\ell/\bar r\) falls from 0.13 to 0.08. A simulation with the full exponential ends at 7960 to 7980 interstitials, depending on the time integration, about 7% above the linearized result. The sign follows from the next order of the expansion. For \(x_i=\ell/r_i\),

\[
e^{x_1}-e^{x_2}\simeq(x_1-x_2)\left(1+\frac{x_1+x_2}2\right),
\]

so the exponential enlarges the concentration differences that drive the exchange.

The absence of sinks is a stronger restriction. An absorbing surface at distance \(d\) draws a flux of about \(DC_\infty/d\). A layer 100 nm thick at a depth of 100 nm holds 1 interstitial per nm² and loses \(10^{-3}\) nm⁻²s⁻¹, so it is emptied in about \(10^3\) s, long before the mean size doubles. A loss below 10% in \(10^5\) s requires depth and thickness of about 3 µm. The case is therefore a model calculation, not a description of a shallow implant. The spherical shape is an idealization as well: in silicon, aggregates of thousands of interstitials are observed as {311} defects and dislocation loops.

Under the stated assumptions, the cubed mean radius of compact clusters grows at late times at the rate \(\frac49DC_\infty\Omega\ell\), and the numerical case shows what this means for a model population without sinks. It remains to show why this law cannot be carried over to {311} defects by replacing the radius with their length.
